\section*{Does a monolayer have a dielectric constant? Supercells and sheet polarizabilities}

\section*{Two cells, two answers}

Q: I want the dielectric constant of a monolayer. My test system is a square lattice of point-polarizable atoms with period $a=3$~\AA{} and atomic polarizability volume $v=2$~\AA$^3$. I repeat it along its normal $z$ with period $L$ and obtain the local fields from a three-dimensional Ewald sum. For $L=20$~\AA{} I find $\varepsilon_\parallel=1.210$ and $\varepsilon_\perp=1.091$. For $L=40$~\AA{} I find $1.105$ and $1.044$. Evidently I need more vacuum before I can quote the constant of the layer.

A: What do you expect at $L=400$~\AA?

Q: Something closer to the layer's own value, with the images out of the way.

A: Let us see what the cell calculation measures. Let $p$ be the induced dipole per unit area of one layer. The macroscopic polarization is a dipole per volume, and the volume per unit area is $L$, so
\begin{equation}
P=\frac{p}{L},\qquad D=\varepsilon_0E+P,\qquad \varepsilon=\frac{D}{\varepsilon_0E},
\label{eq:def}
\end{equation}
where $E$ is the field averaged over the cell. I assume static linear response, a field uniform in the plane, and no overlap of charge between neighbouring layers. The height $L$ is your choice. It enters through the division, even if $p$ does not change at all.

\section*{Field in the plane}

Q: But the layers also act on each other, so $p$ should change with $L$.

A: Take the field in the plane first. A sheet with uniform in-plane polarization has no bound charge, because $-\nabla\cdot\mathbf P=0$, and so it produces no field at its neighbours. The atomic structure adds fields that vary in the plane as $e^{i\mathbf G\cdot\mathbf r}$, with $\mathbf G$ a nonzero in-plane reciprocal vector. In vacuum the potential obeys $\nabla^2\phi=0$, hence $\partial_z^2\phi=G^2\phi$, and the solution that vanishes far away is $e^{-G|z|}$. When $L$ is well above $a$, these fields are negligible at the next layer.

Each layer then responds to $E$ as if it were alone. Define its sheet polarizability by $p=\varepsilon_0\alpha_\parallel E$; it is a length. From \eqref{eq:def},
\begin{equation}
\varepsilon_\parallel=1+\frac{p}{\varepsilon_0EL}=1+\frac{\alpha_\parallel}{L}.
\label{eq:par}
\end{equation}
This needs a layer that insulates in the plane. In a metallic layer a static uniform field drives a current, and $\alpha_\parallel$ is not finite.

\section*{Field along the normal}

Q: Along the normal there is bound charge on the two faces. Does the same argument survive?

A: It does, with a different driving field. Without free charge, the plane-averaged $D$ does not depend on $z$. In the vacuum between layers it equals $\varepsilon_0$ times the field there, so every layer sits in a vacuum field $D/\varepsilon_0$. An isolated layer in an external field of that strength is in the same situation, because the two faces of a dipole layer carry opposite charges whose fields cancel outside. The intrinsic definition is therefore $p=\alpha_\perp D$. The mean field follows from \eqref{eq:def}:
\begin{equation}
\varepsilon_0E=D-\frac{p}{L}=D\left(1-\frac{\alpha_\perp}{L}\right)
\quad\Longrightarrow\quad
\frac1{\varepsilon_\perp}=\frac{\varepsilon_0E}{D}=1-\frac{\alpha_\perp}{L}.
\label{eq:perp}
\end{equation}

Q: So $\varepsilon_\perp-1$ also goes as $1/L$?

A: Only to leading order. Inverting \eqref{eq:perp},
\begin{equation}
\varepsilon_\perp-1=\frac{L}{L-\alpha_\perp}-1=\frac{\alpha_\perp}{L-\alpha_\perp}.
\label{eq:notlinear}
\end{equation}
The quantity proportional to $1/L$ is $1-1/\varepsilon_\perp$. The difference is physical. If you hold the mean field $E$ fixed, the vacuum field is $E/(1-\alpha_\perp/L)$, and the dipole of the layer does depend on the cell height.

Q: Then both of my constants tend to 1 as $L\to\infty$.

A: Yes. More vacuum converges your result to the dielectric constant of vacuum. The quantities that converge to properties of the layer are
\begin{equation}
\alpha_\parallel=L(\varepsilon_\parallel-1),\qquad
\alpha_\perp=L\left(1-\frac1{\varepsilon_\perp}\right).
\label{eq:extract}
\end{equation}

\section*{The numbers for the atomic lattice}

Q: Can I get these two lengths without any supercell, to compare?

A: For your model, yes. An atom acquires the dipole $\mu=4\pi\varepsilon_0vE_{\rm loc}$. A dipole $\mu$ along $x$, at in-plane distance $r$, contributes $\mu(3x^2/r^5-1/r^3)/(4\pi\varepsilon_0)$ to the $x$ field. Let $S=\sum'1/r^3$ over the other atoms of one sheet. By square symmetry $\sum'x^2/r^5=S/2$, so the bracket sums to $3S/2-S=S/2$. For dipoles along $z$ the separation has no $z$ component, and the sum is $-S$. With $E$ the applied field in each case,
\begin{align}
\mu_\parallel&=4\pi\varepsilon_0v\left(E+\frac{S\mu_\parallel}{8\pi\varepsilon_0}\right)
\;\Rightarrow\;\mu_\parallel\left(1-\tfrac12vS\right)=4\pi\varepsilon_0vE,\\
\mu_\perp&=4\pi\varepsilon_0v\left(E-\frac{S\mu_\perp}{4\pi\varepsilon_0}\right)
\;\Rightarrow\;\mu_\perp(1+vS)=4\pi\varepsilon_0vE.
\end{align}
Dividing by the area $a^2$ per atom and by $\varepsilon_0E$ gives
\begin{equation}
\alpha_\parallel=\frac{4\pi v/a^2}{1-vS/2},\qquad
\alpha_\perp=\frac{4\pi v/a^2}{1+vS}.
\end{equation}
Direct summation gives $a^3S=9.0336$, so $vS=2\times9.0336/27=0.6692$. With $4\pi v/a^2=2.7925$~\AA,
\begin{equation}
\alpha_\parallel=\frac{2.7925}{0.6654}=4.197~\text{\AA},\qquad
\alpha_\perp=\frac{2.7925}{1.6692}=1.673~\text{\AA}.
\end{equation}
In SI form, $\varepsilon_0\alpha_\parallel=3.716\times10^{-21}$~F and $\varepsilon_0\alpha_\perp=1.481\times10^{-21}$~F.

Q: Here are my Ewald results, rescaled as in \eqref{eq:extract}. I added the column I would have used for the normal direction. All entries are in \AA.
\begin{center}
\begin{tabular}{rccc}
$L$ & $L(\varepsilon_\parallel-1)$ & $L(1-1/\varepsilon_\perp)$ & $L(\varepsilon_\perp-1)$\\
3 & 4.049 & 1.723 & 4.049\\
5 & 4.195 & 1.674 & 2.516\\
10 & 4.197 & 1.673 & 2.009\\
20 & 4.197 & 1.673 & 1.826\\
40 & 4.197 & 1.673 & 1.746
\end{tabular}
\end{center}

A: The two middle columns settle at the isolated-sheet values by $L=10$~\AA. The last column is too large by the factor $\varepsilon_\perp$, since $L(\varepsilon_\perp-1)=\varepsilon_\perp L(1-1/\varepsilon_\perp)$. At $L=20$~\AA{} that is still an error of 9\% relative to $\alpha_\perp$.

Q: And the first row?

A: There $L=a$. The lattice is cubic, the response is isotropic with $\varepsilon=2.350$, and the layers are too close for the sheet law. Equations \eqref{eq:par} and \eqref{eq:perp} with the isolated-sheet values would give $2.399$ and $2.261$. The failure comes from the structured fields, whose slowest decay rate is $2\pi/a=2.094$~\AA$^{-1}$. Between $L=5$ and $6$~\AA{} the deviations of the two rescaled quantities from $\alpha_\parallel$ and $\alpha_\perp$ fall at logarithmic rates of $2.105$ and $2.106$~\AA$^{-1}$, close to that value.

\section*{Dividing by the real thickness}

Q: Then I replace $L$ by the true thickness $d$ of the layer and obtain its true constant.

A: Try it. Represent the layer by a uniform slab of thickness $d$ with constants $\varepsilon^{s}_\parallel$ and $\varepsilon^{s}_\perp$. For a field in the plane, $E$ is common to slab and vacuum and $D$ is averaged. For a field along the normal, $D$ is common and $E$ is averaged:
\begin{equation}
L\varepsilon_\parallel=d\,\varepsilon^{s}_\parallel+(L-d),\qquad
\frac{L}{\varepsilon_\perp}=\frac{d}{\varepsilon^{s}_\perp}+(L-d).
\end{equation}
Subtract $L$ from the first equation, subtract the second from $L$, and use \eqref{eq:extract}:
\begin{equation}
\alpha_\parallel=d(\varepsilon^{s}_\parallel-1),\qquad
\alpha_\perp=d\left(1-\frac1{\varepsilon^{s}_\perp}\right).
\end{equation}
Solving for the slab constants,
\begin{equation}
\varepsilon^{s}_\parallel=1+\frac{\alpha_\parallel}{d},\qquad
\varepsilon^{s}_\perp=\frac{1}{1-\alpha_\perp/d}.
\end{equation}
Two measured lengths cannot fix three unknowns. Where the sheet law holds, any $d$ between $\alpha_\perp$ and $L$ reproduces the same supercell constants. For your lattice, $d=2$, $3$ and $6$~\AA{} give the pairs $(\varepsilon^s_\parallel,\varepsilon^s_\perp)=(3.10,\,6.12)$, $(2.40,\,2.26)$ and $(1.70,\,1.39)$.

Q: At 2~\AA{} the layer looks more polarizable along the normal, and at 3~\AA{} in the plane. Even the sense of the anisotropy depends on $d$.

A: Yes, and a plane of point atoms offers no thickness to settle the matter. A real layer has a density profile, but one must still choose where it ends.

Q: Why does a bulk crystal escape this?

A: Because its thickness can grow. In a film of thickness $d$ with many layers, the dipole per area grows in proportion to $d$, apart from a fixed surface contribution. Moving the assigned boundary by $\delta d$, of the order of one layer spacing, changes $\alpha_\parallel/d$ by a relative amount of about $\delta d/d$, which vanishes for a thick film. The same holds for $\alpha_\perp/d$. For a monolayer $\delta d/d$ is of order one.

\section*{Electrons instead of point dipoles}

Q: Point dipoles are classical. Does the normal direction behave the same way when a quantum charge density is displaced?

A: The derivation of \eqref{eq:perp} used the linear response of the layer to its vacuum field, not the mechanism of that response. For a concrete case, take electrons in a Gaussian well along $z$, $V(z)=-V_0e^{-z^2/w^2}$ with $V_0=1$~hartree and $w=2$~bohr, with areal density $0.10$~bohr$^{-2}$ and free motion in the plane. The gap to the second subband, about $0.50$~hartree, exceeds the Fermi energy of $0.314$~hartree, measured from the bottom of the lowest subband, so only that subband is occupied. The well is a prescribed effective potential. The induced density responds to the field and to its own Hartree potential; exchange--correlation response is left out.

All cases below use the same grid of spacing $0.2$~bohr; the last digits belong to that grid and serve to compare the cells. Solved for one isolated layer in an external field, this gives $\alpha_\perp=2.168$~bohr; on finer grids it converges to $2.173$~bohr, a shift of $0.005$~bohr. Periodic cells under a fixed mean field give $\varepsilon_\perp=1.122$, $1.078$ and $1.037$ for $L=20$, $30$ and $60$~bohr. In all three, $L(1-1/\varepsilon_\perp)=2.168$~bohr, while $L(\varepsilon_\perp-1)$ drifts from $2.432$ to $2.337$ to $2.249$~bohr. This layer is metallic in the plane, so it has a finite $\alpha_\perp$ but no finite static $\alpha_\parallel$.

\section*{Screening of a charge}

Q: A charge placed in an insulating monolayer is certainly screened. Surely some constant describes that?

A: A function does. Take first a layer of zero thickness, such as your plane of point atoms, with the charge in the same plane. Let the charge vary as $e^{iqx}$, with $q$ small enough that $\alpha_\parallel$ may be treated as independent of $q$. The in-plane field is $-iq\phi$, so the dipole per area is $-iq\varepsilon_0\alpha_\parallel\phi$, and the bound charge is
\begin{equation}
\sigma_{\rm ind}=-iq\,(-iq\,\varepsilon_0\alpha_\parallel\phi)=-\varepsilon_0\alpha_\parallel q^2\phi .
\end{equation}
One charged sheet $\sigma$ produces the potential $\sigma e^{-q|z|}/(2\varepsilon_0q)$. In a supercell the charge is repeated in every layer, and the images sum to
\begin{equation}
C=\sum_{n=-\infty}^{\infty}e^{-q|n|L}=1+\frac{2e^{-qL}}{1-e^{-qL}}=\coth\frac{qL}{2}.
\end{equation}
By mirror symmetry no normal dipole is induced in these flat layers, so $\alpha_\perp$ does not enter. Hence
\begin{equation}
\phi=\frac{C}{2\varepsilon_0q}\left(\sigma-\varepsilon_0\alpha_\parallel q^2\phi\right)
\;\Rightarrow\;
s\equiv\frac{\phi_{\rm bare}}{\phi}=1+\frac{\alpha_\parallel q}{2}\coth\frac{qL}{2},
\end{equation}
with $\phi_{\rm bare}=C\sigma/(2\varepsilon_0q)$.

For $qL\ll1$, $\coth(qL/2)\approx2/(qL)$ and $s\to1+\alpha_\parallel/L$, your supercell constant. For $qL\gg1$ the hyperbolic cotangent tends to 1 and $s\to1+\alpha_\parallel q/2$, which belongs to the isolated sheet and contains no $L$. The factor $s$ itself tends to 1 whichever of $q\to0$ and $L\to\infty$ is taken first. What differs is the form of $s-1$: it is $\alpha_\parallel/L$ in one regime and $\alpha_\parallel q/2$ in the other, and the product $qL$ decides which applies.

A layer with thickness adds a term. Put the charge on the mid-plane of an isolated slab of thickness $d$, with $qd\ll1$. Near the charge the normal field has magnitude $\sigma/(2\varepsilon_0)$ without the slab, and the slab divides it by $\varepsilon^s_\perp$. Over the distance $d/2$ to the face, the potential drop is therefore smaller by $(\sigma d/4\varepsilon_0)(1-1/\varepsilon^s_\perp)=\sigma\alpha_\perp/(4\varepsilon_0)$. Relative to the bare potential $\sigma/(2\varepsilon_0q)$ this is $\alpha_\perp q/2$, so to first order in $q$ the slab has $s=1+(\alpha_\parallel+\alpha_\perp)q/2$. The same first-order term appears for the flat layer if the charge sits at a height $z_0$ off the plane with $qz_0\ll1$, because it then induces normal dipoles. The numbers below are for the flat layer with the charge in its plane and $\alpha_\parallel$ held at its $q=0$ value; for the atomic lattice $\alpha_\parallel$ is larger by about $0.2\%$ at the $q$ used, which can move the last digit.

Q: Which regime am I in at $q=0.05$~\AA$^{-1}$?

A: With $\alpha_\parallel=4.197$~\AA, the isolated sheet has $s=1.105$. At $L=10$~\AA, $qL=0.5$ and $s=1.428$, near the supercell constant $1.420$. At $L=40$~\AA, $qL=2$ and neither limit applies: $s=1.138$, above the value $1.105$ that both limiting forms give there, since $\alpha_\parallel/L=\alpha_\parallel q/2$ exactly when $qL=2$. At $L=200$~\AA, $qL=10$ and $s=1.105$, the isolated value, whereas $1+\alpha_\parallel/L$ has dropped to $1.021$.

Q: So what do I report for my monolayer?

A: For its dipole response to a uniform field, $\alpha_\parallel=4.197$~\AA{} and $\alpha_\perp=1.673$~\AA, each with its driving field stated: the in-plane field for the first, the vacuum field for the second. If someone needs a slab constant for a device model, give $d$ along with it, and use the same $d$ in the model. Such a slab reproduces the response to a uniform field only where the sheet law holds, with gates and neighbouring layers well beyond $a$. Midway between metal gates $3$~\AA{} apart, the image dipoles rebuild the $L=3$~\AA{} cell, and the lattice gives $2.350$ where the slab gives $2.261$. Nor does the slab reproduce the screening of a charge in the plane of point atoms, which lacks the $\alpha_\perp$ term.
